\section*{Orbital magnetization of crystals: semiclassical derivation and numerical test, part 1}

(Sections cited here and not found follow in the later parts.)

The orbital magnetic moment of a finite piece of matter has a plain definition. For independent electrons of charge $-e$ (with $e>0$) in one-particle states $\psi_i$ with occupations $f_i$ it is
\begin{equation}
\boldsymbol{\mathcal M}=-\frac{e}{2}\sum_i f_i\,\langle\psi_i|\,\mathbf r\times\mathbf v\,|\psi_i\rangle ,
\label{eq:def}
\end{equation}
where $\mathbf v=(i/\hbar)[H,\mathbf r]$. In a crystal this expression cannot be evaluated state by state. A Bloch state extends over all space and $\mathbf r$ grows without bound, so the matrix element does not exist. Cutting the integral down to one unit cell does not cure this, because moving the cell by $\mathbf R$ adds $\mathbf R\times\langle\mathbf v\rangle$, and changing the shape of the cell changes the answer even where the net current vanishes. The surface cannot be ignored either. In a two-dimensional sample of side $L$ a current $I$ that runs around the rim occupies a fraction of order $1/L$ of the area, yet its moment $IL^2$ grows exactly as fast as the moment of the interior.

A natural repair is to build a wave packet from each band and wave vector, compute the moment $\mathbf m_n(\mathbf k)$ of its rotation about its own centre, and add these moments over the occupied states. That quantity is well defined, but it is not the magnetization. For the model insulator worked out below, with the chemical potential at $0.01$ Ha inside the gap, the sum of the moments is $+0.0172776$ in atomic units, while the exact magnetization is $-0.0048990$. The sign is wrong. The sum of moments is also the same for every position of the chemical potential in the gap, while the exact value changes sign as the chemical potential moves from $0.01$ to $-0.05$ Ha. What the sum leaves out is that a magnetic field changes not only the energy of each state but also the number of states per volume of $\mathbf k$ space, and both changes enter the grand potential at first order in the field.

The link between Eq.~\eqref{eq:def} and thermodynamics comes first. Take $H=(\mathbf p+e\mathbf A)^2/2m_e+V(\mathbf r)$ with a uniform field $\mathbf B=\nabla\times\mathbf A$. The Zeeman term is left out throughout, since only the orbital coupling is of interest, and spin, if present, is part of the band index. To first order in $\mathbf A$,
\begin{equation}
H=H_0+\frac e2\left(\mathbf A\cdot\mathbf v+\mathbf v\cdot\mathbf A\right)+O(A^2),
\label{eq:coupling}
\end{equation}
with $\mathbf v$ the zero-field velocity operator. This form also holds with spin-orbit coupling, because $\mathbf A$ enters that term through $\mathbf p+e\mathbf A$ as well and $\mathbf v$ then includes the spin-orbit part. With $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ we have $(\mathbf B\times\mathbf r)\cdot\mathbf v=\mathbf B\cdot(\mathbf r\times\mathbf v)$ and $\mathbf v\cdot(\mathbf B\times\mathbf r)=\epsilon_{abc}v_aB_br_c=-\mathbf B\cdot(\mathbf v\times\mathbf r)$, so $\partial H/\partial\mathbf B=\tfrac e4(\mathbf r\times\mathbf v-\mathbf v\times\mathbf r)$ at $B=0$. The second term is the adjoint of the first, so the expectation value is $\tfrac e2\,\mathrm{Re}\langle\mathbf r\times\mathbf v\rangle$. The grand potential of the sample is $J=-kT\sum_i\ln\left(1+e^{-(\varepsilon_i-\mu)/kT}\right)$. Its derivative with respect to $\varepsilon_i$ is the Fermi function $f_i=1/(e^{(\varepsilon_i-\mu)/kT}+1)$, and the Hellmann--Feynman theorem gives $\partial\varepsilon_i/\partial\mathbf B=\langle\psi_i|\partial H/\partial\mathbf B|\psi_i\rangle$. Hence $-\partial J/\partial\mathbf B$ at fixed $\mu$ and $T$ is exactly the moment \eqref{eq:def}. The advantage of $J$ is that it depends on the spectrum alone and does not contain $\mathbf r$. At nonzero temperature, or in the interior of an insulator, correlations decay exponentially, so $J$ splits into a term $V\omega$ proportional to the volume and boundary terms that grow no faster than the surface. Along the gapless edge of a Chern insulator correlations at $T=0$ fall off only as a power of the distance, but these states are confined to the boundary and do not enter $\omega$. The magnetization is therefore
\begin{equation}
\mathbf M=-\left(\frac{\partial\omega}{\partial\mathbf B}\right)_{\mu,T}\quad\text{at }B\to0,
\label{eq:thermo}
\end{equation}
and the task is to find the bulk spectrum to first order in $B$. If $V(\mathbf r)$ is a local self-consistent potential, as in Kohn--Sham theory with a functional of the density or spin density only, the grand potential functional is stationary with respect to the orbitals and occupations. The first-order change of the potential then drops out of $\partial\omega/\partial\mathbf B$, and the result below holds at that mean-field level with $V$ frozen.

At zero field the eigenstates are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, where $u_{n\mathbf k}$ is cell-periodic, is normalized to $\langle u|u\rangle=1$, and obeys $H_{\mathbf k}|u_{n\mathbf k}\rangle=\varepsilon_{n\mathbf k}|u_{n\mathbf k}\rangle$ with $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}H_0e^{i\mathbf k\cdot\mathbf r}$. Differentiating this definition gives $\partial_aH_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\,i[H_0,r_a]\,e^{i\mathbf k\cdot\mathbf r}$, where $\partial_a=\partial/\partial k_a$, so the velocity acts as
\begin{equation}
v_a\,e^{i\mathbf k\cdot\mathbf r}|u\rangle=e^{i\mathbf k\cdot\mathbf r}\,\frac1\hbar\,\partial_aH_{\mathbf k}|u\rangle .
\label{eq:vel}
\end{equation}
We assume for now that band $n$ touches no other band, so that $u_{n\mathbf k}$ can be chosen differentiable near any given $\mathbf k$, and we drop the band index while one band is in view. For a Hermitian operator $O$ define the vector
\begin{equation}
\langle\partial u|\times O|\partial u\rangle_a=\epsilon_{abc}\langle\partial_bu|O|\partial_cu\rangle .
\label{eq:cross}
\end{equation}
Complex conjugation exchanges $b$ and $c$, and $\epsilon_{abc}$ changes sign under that exchange, so this vector equals minus its conjugate. It is purely imaginary, equal to $i$ times its imaginary part. Its $z$ component is $2i\,\mathrm{Im}\langle\partial_xu|O|\partial_yu\rangle$. Differentiating $\langle u|u\rangle=1$ gives $\langle\partial_au|u\rangle=-\langle u|\partial_au\rangle$, and since $\langle\partial_au|u\rangle$ is also the complex conjugate of $\langle u|\partial_au\rangle$, $\langle u|\partial_au\rangle$ is imaginary. The Berry connection $\mathcal A_a=i\langle u|\partial_au\rangle$ is therefore real. Its curl is the Berry curvature,
\begin{equation}
\Omega_a=\epsilon_{abc}\,\partial_b\mathcal A_c=i\,\epsilon_{abc}\langle\partial_bu|\partial_cu\rangle+i\,\epsilon_{abc}\langle u|\partial_b\partial_cu\rangle
=-\mathrm{Im}\,\langle\partial u|\times|\partial u\rangle_a .
\label{eq:curv}
\end{equation}
The second-derivative term vanishes because $\partial_b\partial_c$ is symmetric, and the last step uses $i\cdot i=-1$. One more identity is needed. Differentiating the eigenvalue equation gives $(\partial_cH)|u\rangle+H|\partial_cu\rangle=(\partial_c\varepsilon)|u\rangle+\varepsilon|\partial_cu\rangle$. Projecting on $\langle u|$ gives $\langle u|\partial_cH|u\rangle=\partial_c\varepsilon$. Projecting with $Q=1-|u\rangle\langle u|$, and using $Q(H-\varepsilon)=H-\varepsilon$, which holds because $\langle u|(H-\varepsilon)=0$, gives
\begin{equation}
Q\,\partial_cH\,|u\rangle=-(H-\varepsilon)|\partial_cu\rangle .
\label{eq:Q}
\end{equation}

Now build a wave packet from the band, $|W_0\rangle=\int d^dk\,a(\mathbf k)|\psi_{\mathbf k}\rangle$, in $d$ dimensions. The Bloch states are scaled so that $\langle e^{i\mathbf k'\cdot\mathbf r}g'|e^{i\mathbf k\cdot\mathbf r}g\rangle=\delta(\mathbf k-\mathbf k')\langle g'|g\rangle$ for any cell-periodic $g$ and $g'$ and for $\mathbf k,\mathbf k'$ in one zone; functions with different crystal momenta are orthogonal because they are eigenfunctions of the lattice translations with different eigenvalues. The amplitude $a=|a|e^{-i\gamma}$ obeys $\int|a|^2d^dk=1$ and is concentrated within a small width $\sigma_k$ of $\mathbf k_c$. The position operator is handled by
\begin{equation}
r_b\,e^{i\mathbf k\cdot\mathbf r}|u\rangle=-i\,\partial_b\!\left(e^{i\mathbf k\cdot\mathbf r}|u\rangle\right)+e^{i\mathbf k\cdot\mathbf r}\,i|\partial_bu\rangle ,
\end{equation}
which is the product rule. Integrate the first term by parts against $a$, with no boundary term because $a$ is localized, and split the second as $i|\partial_bu\rangle=\mathcal A_b|u\rangle+iQ|\partial_bu\rangle$. This gives
\begin{equation}
r_b|W_0\rangle=\int d^dk\;e^{i\mathbf k\cdot\mathbf r}\Big[(i\,\partial_ba+\mathcal A_ba)|u\rangle+a\,iQ|\partial_bu\rangle\Big].
\label{eq:rW}
\end{equation}
In the overlap with $\langle W_0|$ the $Q$ term drops out. With $a^*\,i\,\partial_ba=i|a|\partial_b|a|+|a|^2\partial_b\gamma$, whose first term is the total derivative $\tfrac i2\partial_b|a|^2$ and integrates to zero, the centre of the packet is
\begin{equation}
\mathbf r_c=\int d^dk\,|a|^2\,\mathbf R(\mathbf k),\qquad \mathbf R=\nabla_{\mathbf k}\gamma+\boldsymbol{\mathcal A},
\label{eq:rc}
\end{equation}
and for a narrow packet $\mathbf r_c=\nabla_{\mathbf k}\gamma(\mathbf k_c)+\boldsymbol{\mathcal A}(\mathbf k_c)$.

In the field, the vector potential is large far from the origin even when $B$ is small, and it must not be treated as a perturbation. Split it exactly as $\mathbf A(\mathbf r)=\mathbf A_c+\tfrac12\mathbf B\times\boldsymbol\rho$ with $\mathbf A_c=\mathbf A(\mathbf r_c)$ and $\boldsymbol\rho=\mathbf r-\mathbf r_c$, and take as trial state
\begin{equation}
|W\rangle=e^{-ie\mathbf A_c\cdot\mathbf r/\hbar}|W_0\rangle .
\label{eq:trial}
\end{equation}
Since $(\mathbf p+e\mathbf A)e^{-ie\mathbf A_c\cdot\mathbf r/\hbar}=e^{-ie\mathbf A_c\cdot\mathbf r/\hbar}\left(\mathbf p+e\mathbf A-e\mathbf A_c\right)$, the phase factor removes the constant part, and $\hbar\mathbf k$ keeps the meaning of a kinetic, gauge-invariant crystal momentum. What remains is Eq.~\eqref{eq:coupling} with $\tfrac12\mathbf B\times\boldsymbol\rho$ in place of $\mathbf A$, and the algebra already done below that equation gives
\begin{equation}
\langle W|H|W\rangle=\int d^dk\,|a|^2\varepsilon(\mathbf k)+\frac e2\,\mathbf B\cdot\mathrm{Re}\langle W_0|\boldsymbol\rho\times\mathbf v|W_0\rangle+O(B^2).
\label{eq:energy}
\end{equation}
The neglected term is of order $e^2B^2\sigma_r^2/m_e$ for a packet of spatial width $\sigma_r\sim1/\sigma_k$. The packet must be wide compared with the lattice constant and narrow compared with the magnetic length $\sqrt{\hbar/eB}$, and both conditions can be met as $B\to0$.

The matrix element is the overlap of $\rho_b|W_0\rangle$, read from Eq.~\eqref{eq:rW} after subtracting $r_{c,b}\,a|u\rangle$, with $v_c|W_0\rangle$, read from Eq.~\eqref{eq:vel}. Writing $s_b=i\,\partial_ba+(\mathcal A_b-r_{c,b})a$,
\begin{equation}
\langle\rho_bv_c\rangle=\int d^dk\left[s_b^*\,a\,\frac{\partial_c\varepsilon}{\hbar}+|a|^2\,\frac{(-i)}{\hbar}\,\langle\partial_bu|Q\,\partial_cH|u\rangle\right].
\label{eq:rhov}
\end{equation}
The factor $-i$ is the conjugate of the $i$ in the bra. In the first, intraband, term only the real part is needed, and $\mathrm{Re}(s_b^*a)=|a|^2(R_b-r_{c,b})$. Because $R_b-r_{c,b}$ averages to zero by Eq.~\eqref{eq:rc}, the mean band velocity may be subtracted from $\partial_c\varepsilon/\hbar$ at no cost. We take the phase $\gamma$ to be a fixed smooth function of $\mathbf k$ as the packet narrows. The term is then the covariance of two smooth functions of $\mathbf k$ over the packet, of order $\sigma_k^2$, and it vanishes in that limit. A phase that varies on the scale $\sigma_k$ itself, such as a vortex, has $\nabla_{\mathbf k}\gamma\sim1/\sigma_k$ and would leave a finite rotation of the envelope; such packets are excluded. In the second, interband, term Eq.~\eqref{eq:Q} turns the integrand into $|a|^2(+i/\hbar)\langle\partial_bu|(H-\varepsilon)|\partial_cu\rangle$. Contracting with $\epsilon_{abc}$ and using that the vector \eqref{eq:cross} is $i$ times its imaginary part,
\begin{equation}
\mathrm{Re}\langle\boldsymbol\rho\times\mathbf v\rangle\;\to\;-\frac1\hbar\,\mathrm{Im}\,\langle\partial u|\times(H-\varepsilon)|\partial u\rangle .
\end{equation}
Inserted in Eq.~\eqref{eq:energy}, this gives the energy of the packet to first order in $B$,
\begin{equation}
\varepsilon_M=\varepsilon-\mathbf m\cdot\mathbf B,\qquad
\mathbf m=-\frac e2\,\mathrm{Re}\langle\boldsymbol\rho\times\mathbf v\rangle=\frac{e}{2\hbar}\,\mathrm{Im}\,\langle\partial u|\times(H-\varepsilon)|\partial u\rangle .
\label{eq:m}
\end{equation}
The moment is the self-rotation of the packet about its centre. It comes entirely from interband matrix elements, and it does not depend on the profile $|a|$ or on the smooth phase $\gamma$ once the packet is narrow in $\mathbf k$. The true state in the field also acquires an admixture of other bands with amplitude of order $B$. That admixture changes the energy only at order $B^2$, as in any first-order perturbation calculation, provided $|\mathbf m\cdot\mathbf B|$ and the interband elements of the perturbation are small compared with the gaps to the other bands.

The number of states follows from the dynamics of the centre. The Schr\"odinger equation is the stationarity condition of $\int L\,dt$ with $L=\langle W|i\hbar\,\partial_t-H|W\rangle$, as variation of the bra shows. Restricting $W$ to the family \eqref{eq:trial} gives a Lagrangian for $\mathbf r_c(t)$ and $\mathbf k_c(t)$. The time derivative acts on the phase factor, through $\mathbf A_c(t)=\mathbf A(\mathbf r_c(t))$, and on the amplitude:
\begin{equation}
\langle W|i\hbar\,\partial_t|W\rangle=i\hbar\left(-\frac{ie}{\hbar}\right)\dot{\mathbf A}_c\cdot\langle\mathbf r\rangle+\hbar\int d^dk\,a^*i\,\partial_ta
=e\,\dot{\mathbf A}_c\cdot\mathbf r_c+\hbar\int d^dk\,|a|^2\,\partial_t\gamma .
\end{equation}
The term $\tfrac i2\partial_t\int|a|^2$ vanishes because the norm is fixed. For a narrow packet the last integral is $\partial_t\gamma$ at $\mathbf k_c$. The chain rule gives $\partial_t\gamma=d\gamma(\mathbf k_c,t)/dt-\dot{\mathbf k}_c\cdot\nabla_{\mathbf k}\gamma$, and Eq.~\eqref{eq:rc} gives $\nabla_{\mathbf k}\gamma=\mathbf r_c-\boldsymbol{\mathcal A}$. Dropping the subscript $c$ and writing $\simeq$ for equality up to a total time derivative, which does not affect the equations of motion,
\begin{equation}
L\simeq e\,\dot{\mathbf A}\cdot\mathbf r-\hbar\dot{\mathbf k}\cdot\mathbf r+\hbar\,\boldsymbol{\mathcal A}\cdot\dot{\mathbf k}-\varepsilon_M
\simeq(\hbar\mathbf k-e\mathbf A)\cdot\dot{\mathbf r}+\hbar\,\boldsymbol{\mathcal A}\cdot\dot{\mathbf k}-\varepsilon_M .
\label{eq:L}
\end{equation}
The second form adds $d(\hbar\mathbf k\cdot\mathbf r-e\mathbf A\cdot\mathbf r)/dt$. The interband admixture would correct $\boldsymbol{\mathcal A}$, and with it $\boldsymbol\Omega$, at order $B$. The curvature will enter the count of states only multiplied by $B$, so this correction is of order $B^2$ there.

Equation \eqref{eq:L} has the form $L=\alpha_i(\xi)\dot\xi_i-h(\xi)$ with $\xi=(\mathbf r,\mathbf k)$, $\alpha=(\hbar\mathbf k-e\mathbf A,\ \hbar\boldsymbol{\mathcal A})$ and $h=\varepsilon_M$. The Euler--Lagrange equation $d\alpha_i/dt=(\partial_i\alpha_j)\dot\xi_j-\partial_ih$, with $d\alpha_i/dt=(\partial_j\alpha_i)\dot\xi_j$, reads
\begin{equation}
w_{ij}\,\dot\xi_j=\partial_ih,\qquad w_{ij}=\partial_i\alpha_j-\partial_j\alpha_i,\qquad
w=\begin{pmatrix}-e[B]&-\hbar\mathbb 1\\ \hbar\mathbb 1&\hbar[\Omega]\end{pmatrix},
\label{eq:w}
\end{equation}
where $[B]_{ab}=\epsilon_{abc}B_c=\partial A_b/\partial r_a-\partial A_a/\partial r_b$, and $[\Omega]$ is built in the same way from $\boldsymbol{\mathcal A}$. The upper right block is $-\partial(\hbar k_a)/\partial k_b=-\hbar\delta_{ab}$. Since $[B]_{ab}\dot r_b=(\dot{\mathbf r}\times\mathbf B)_a$, the two rows are
\begin{equation}
\hbar\dot{\mathbf k}=-e\,\dot{\mathbf r}\times\mathbf B,\qquad
\dot{\mathbf r}=\mathbf v_M-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad \mathbf v_M=\frac1\hbar\nabla_{\mathbf k}\varepsilon_M .
\label{eq:eom}
\end{equation}
The first is the Lorentz force on charge $-e$, which confirms the sign of the $\mathbf A$ term. The second contains the anomalous velocity.

The magnetization has been reduced to a field derivative of the bulk grand potential, and the energy and equations of motion of a wave packet have been found to first order in the field. It remains to count the states in the field and so obtain the grand potential and the magnetization, and then to test the result on a model.
